# Vineyard's Prefactor and the Convergence of Partial Hessians

## Definitions and conventions

An atom hops from one stable site to another. Let $x$ hold the $n$ Cartesian coordinates that are free to move, with mass $m_i$ belonging to coordinate $i$. At a stationary point the Hessian $K$ and its mass-weighted form $D$ are

$$K_{ij}=\frac{\partial^2E}{\partial x_i\partial x_j},\qquad D_{ij}=\frac{K_{ij}}{\sqrt{m_im_j}} .\tag{1}$$

The eigenvalues of $D$ are $\lambda_i=\omega_i^2=(2\pi\nu_i)^2$. The labels $m$ and $s$ denote the minimum and the saddle. The saddle has one negative eigenvalue $\lambda_-=-|\omega_-|^2$ with unit eigenvector $e_-$. The barrier is $\Delta E=E_s-E_m$, and $\beta=1/k_BT$.

The nuclei are classical, the initial well is in thermal equilibrium, and every trajectory that crosses the dividing surface outward counts as a hop. These are the assumptions of transition-state theory. The energy is also taken as quadratic around each stationary point, which is the leading order at low temperature. At first some atoms are held fixed, so that there are no free translations.

## The prefactor from the flux

Use coordinates $q_i=\sqrt{m_i}\,x_i$, measured from the saddle, with conjugate momenta $p_i$. The kinetic energy is $\tfrac12\sum_ip_i^2$. Let the plane $S$, with unit normal $\mathbf n$, separate the well $A$ from the product side. The rate is the outward flux divided by the population of the well:

$$k=\frac{\int dq\,dp\;\delta(\mathbf n\cdot q)\,(\mathbf n\cdot p)\,\theta(\mathbf n\cdot p)\,e^{-\beta H}}{\int_A dq\,dp\;e^{-\beta H}} .\tag{2}$$

Momenta parallel to $S$ cancel. The normal momentum leaves

$$\frac{\int_0^\infty p\,e^{-\beta p^2/2}dp}{\int_{-\infty}^{\infty}e^{-\beta p^2/2}dp}=\frac{1/\beta}{\sqrt{2\pi/\beta}}=\frac1{\sqrt{2\pi\beta}} ,$$

so that

$$k=\frac1{\sqrt{2\pi\beta}}\;\frac{\int_S e^{-\beta E}\,dS}{\int_A e^{-\beta E}\,dq} .\tag{3}$$

Choose $\mathbf n=e_-$. The plane then contains the $n-1$ stable modes of the saddle, and the two Gaussian integrals are

$$\int_A e^{-\beta E}dq=e^{-\beta E_m}\prod_{i=1}^{n}\sqrt{\frac{2\pi}{\beta\lambda_{i,m}}},\qquad
\int_S e^{-\beta E}dS=e^{-\beta E_s}{\prod_i}'\sqrt{\frac{2\pi}{\beta\lambda_{i,s}}} .\tag{4}$$

The prime omits the unstable mode. The well integral has one more factor $\sqrt{2\pi/\beta}$ than the surface integral. Together with (3) this gives $(2\pi\beta)^{-1/2}(\beta/2\pi)^{1/2}=1/2\pi$. All temperature dependence outside the exponential has cancelled, and

$$k=\nu^*e^{-\beta\Delta E},\qquad \nu^*=\frac1{2\pi}\frac{\prod_i\omega_{i,m}}{\prod_i'\omega_{i,s}}=\frac{\prod_{i=1}^n\nu_{i,m}}{\prod_i'\nu_{i,s}} .\tag{5}$$

The last step uses $\omega=2\pi\nu$: one surplus factor $2\pi$ in the numerator cancels the prefactor $1/2\pi$. This is Vineyard's formula.

**Another plane.** For a general $\mathbf n$, let $D_\perp$ be the block of $D_s$ on the plane. In an orthonormal basis that starts with $\mathbf n$, the cofactor formula for the inverse gives

$$\det D_\perp=\det D_s\;\mathbf n^TD_s^{-1}\mathbf n .\tag{6}$$

For $\mathbf n=e_-$ the right side is $\det D_s/\lambda_-$. The surface integral is proportional to $(\det D_\perp)^{-1/2}$, hence

$$\frac{k_{\mathbf n}}{k_{e_-}}=\left[\frac{1}{|\lambda_-|\,|\mathbf n^TD_s^{-1}\mathbf n|}\right]^{1/2}\ge1 .\tag{7}$$

To see the inequality, write $\mathbf n^TD_s^{-1}\mathbf n=-c_-^2/|\lambda_-|+\sum_i'c_i^2/\lambda_i$, where the $c$ are the components of $\mathbf n$ along the eigenvectors. The saddle must be the lowest point of the plane, so this number is negative. Its magnitude is at most $c_-^2/|\lambda_-|\le1/|\lambda_-|$. The plane normal to the unstable mode therefore gives the smallest harmonic flux among these planes.

Equation (3) was integrated numerically for an anharmonic double well with two coupled coordinates, unequal masses and barrier 1. The ratio of its rate to (5) is 1.00028 at $k_BT=0.010$ and 1.00014 at $0.005$. The deviation halves with the temperature, as a leading anharmonic correction should. A plane tilted away from $e_-$ gives 1.1821 in the low-temperature limit, in agreement with (7).

## Determinants, masses and translations

Since $\prod_i\omega_{i,m}=\sqrt{\det D_m}$ and $\prod_i'\omega_{i,s}=\sqrt{|\det D_s|}/|\omega_-|$, equation (5) becomes

$$\nu^*=\frac{|\omega_-|}{2\pi}\sqrt{\frac{\det K_m}{|\det K_s|}} .\tag{8}$$

Here $\det D=\det K/\prod_im_i$ was used, and the mass product cancels between the two states. In this classical formula masses enter through $|\omega_-|$ alone.

A periodic cell of $N$ atoms has three translations with zero frequency. Their integrals span the same volume in both states and cancel in (3), so the zero modes are left out of both products in (5). For (8) it is convenient to delete one atom $a$ from both Hessians instead. To justify this, let the columns of $T$ be the three orthonormal translations of $K$, and set $K_\epsilon=K+\epsilon TT^T$. Then

$$\det K_\epsilon=\epsilon^3\,{\det}'K,\qquad K_\epsilon^{-1}=K^++\frac{TT^T}{\epsilon},\tag{9}$$

where $\det'$ omits the zeros and $K^+$ is the pseudoinverse. The $3\times3$ block of $TT^T$ on atom $a$ is $\mathbf 1/N$. The determinant of $K_\epsilon$ without atom $a$ equals $\det K_\epsilon$ times the determinant of the $aa$ block of $K_\epsilon^{-1}$. For $\epsilon\to0$ it tends to

$$\det K^{(a)}=\epsilon^3\,{\det}'K\left(\frac1{N\epsilon}\right)^3=\frac{{\det}'K}{N^3} .\tag{10}$$

The factor $N^{-3}$ is common to both states. With mass weighting it becomes $(m_a/M)^3$, where $M$ is the total mass, and is again common. Pinning one atom thus leaves the determinant ratio unchanged, provided that $|\omega_-|$ is still taken from the full matrix.

## The partial Hessian

Relax both states in the full system, then keep only the block $K_R$ that belongs to a region $R$ around the hopping atom. This clamps the other atoms at their relaxed positions. With $\rho=|\det K_s/\det K_m|$, equation (8) for the block and for the full system gives

$$\ln\frac{\nu_R}{\nu^*}=\ln\frac{|\omega_{-,R}|}{|\omega_-|}-\frac12\ln\frac{\rho_R}{\rho} .\tag{11}$$

The two terms converge in different ways.

**Unstable frequency.** The lowest eigenvalue of $D_R$ at the saddle is the minimum of $u^TDu/u^Tu$ over vectors that vanish outside $R$. Enlarging $R$ enlarges the set of trial vectors, so this eigenvalue cannot rise, and $|\omega_{-,R}|$ cannot decrease once it exists. By the same interlacing argument the second eigenvalue of the block is not below that of the full matrix. A clamped saddle block therefore has at most one negative eigenvalue. It may have none, and then the region is too small to define $\nu_R$.

Split the full unstable mode as $u=u_R+v$, with $v$ the part outside $R$. Since $(D-\lambda_-)u=0$, we have $u_R^T(D-\lambda_-)u_R=v^T(D-\lambda_-)v$. Using $u_R$ as a trial vector,

$$0\le\lambda_{-,R}-\lambda_-\le\frac{v^T(D-\lambda_-)v}{u_R^Tu_R} .\tag{12}$$

The error is quadratic in the missing tail. Outside the core the mode must satisfy the equations of a stable host at a negative $\lambda$, below all host vibrations. If the host force constants have finite range, the host matrix $D(\mathbf q)$ is analytic in the wave vector and $D(\mathbf q)-\lambda_-$ is invertible for all real $\mathbf q$, so its inverse is analytic near real $\mathbf q$ and the tail decays exponentially; long-range force constants would give a power-law tail instead. By (12) the frequency error is quadratic in this tail, so for finite-range force constants it also decays exponentially.

**Determinants.** Suppose that $V=K_s-K_m$ is confined to a finite core $C$ contained in $R$. With the clamped response matrix $G_R=(K_{R,m})^{-1}$ we have $K_{R,s}=K_{R,m}(1+G_RV)$. The product $G_RV$ has nonzero columns only in the core, so $1+G_RV$ is block triangular and

$$\frac{\det K_{R,s}}{\det K_{R,m}}=\det(1+G_RV)_C .\tag{13}$$

The region enters only through the response of the core to forces on the core. What remains is to find how fast this response forgets the clamped boundary.

## Why the determinant error falls as $1/N_R$

Take a simple cubic lattice with one scalar displacement per site, unit spacing and unit springs. The hop changes one spring by $\delta$. With $b$ equal to $+1$ and $-1$ at the ends of this bond, $V=\delta\,bb^T$ and (13) becomes $1+\delta g_R$, where $g_R=b^TG_Rb$.

In the infinite lattice, force balance at a loaded site reads $\sum_j[G(0)-G(j)]=1$ over six equivalent neighbours. Each difference is $1/6$, and $g_\infty=2\times\tfrac16=\tfrac13$. In a periodic cell the unit force is balanced by a uniform background $-1/N$, which gives $g=(1-1/N)/3$.

For a clamped sphere of large radius $R$ the continuum equation is $-\nabla^2G=\delta(x-y)$ with $G=0$ on the surface. Its solution is $1/(4\pi|x-y|)-h$, with

$$h(x,y)=\frac1{4\pi}\sum_{l\ge0}\frac{(|x||y|)^l}{R^{2l+1}}P_l(\cos\gamma),\tag{14}$$

where $\gamma$ is the angle between $x$ and $y$. At $|x|=R$ the sum equals the expansion of $1/(4\pi|x-y|)$, as required. Place the bond ends at $\pm\hat e/2$. The $l=0$ term cancels in $b^Thb$. The $l=1$ term is $x\cdot y/(4\pi R^3)$ and contributes $\tfrac14+\tfrac14+2\cdot\tfrac14=1$ times $1/(4\pi R^3)$. Since $N_R\simeq4\pi R^3/3$,

$$g_\infty-g_R\simeq\frac1{4\pi R^3}\simeq\frac1{3N_R} .\tag{15}$$

At a saddle $1+\delta/3<0$. Expanding the second term of (11) to first order, relative to the infinite lattice, gives

$$-\frac12\ln\frac{1+\delta g_R}{1+\delta g_\infty}\simeq\frac{\delta\,(g_\infty-g_R)}{2(1+\delta g_\infty)}\simeq\frac{\delta}{2N_R(3+\delta)} .\tag{16}$$

The coefficient grows without limit as $\delta\to-3$ from below, where the unstable mode becomes soft. Equation (16) is only the determinant term, however. A soft unstable mode has a long tail, so the frequency term of (11) grows as well, with the opposite sign, and cancels much of it until the region is larger than the tail. For a sphere of radius 6 and $\delta=-3.01$ the two terms are $+0.168$ and $-0.138$, a total of $+0.031$, against $+0.002$ for $\delta=-4$. A flat saddle still needs a larger region.

Sparse solutions for clamped spheres give $3N_R(\tfrac13-g_R)=0.839$, $0.906$ and $0.944$ at $R=6$, 10 and 16 spacings. Extrapolation to $1/R=0$ gives 1.005, which supports both the power and the coefficient in (15).

For a vector lattice the same scaling follows from elasticity. The static response has the form $R^{-1}F(x/R,y/R)$, and relative displacements caused by force pairs take one derivative in $x$ and one in $y$, hence $R^{-3}$. The coefficient depends on the elastic constants and on the shape of the region. Translation invariance of $V$ is essential. If the hop changed a spring tied to an external fixed point, the $l=0$ term of (14) would survive and the error would fall only as $1/R$.

## A chain that can be solved

A chain of $M$ springs between clamped ends has $M-1$ free atoms of mass $m$. Let $P_j$ be the product of the first $j$ spring constants, $S_j$ the sum of their inverses, and $\Delta_j$ the determinant for $j$ atoms. Expansion along the last row gives

$$\Delta_j=(k_j+k_{j+1})\Delta_{j-1}-k_j^2\Delta_{j-2} .$$

The solution is $\Delta_j=P_{j+1}S_{j+1}$. It holds for $\Delta_0=1$ and $\Delta_1=k_1+k_2$. Inserted on the right, it gives $P_{j+1}S_j+k_jP_j(S_j-S_{j-1})=P_{j+1}S_j+P_j=P_{j+1}S_{j+1}$. If the hop turns one spring $k$ into $k'<0$, then

$$\frac{\det K_s}{\det K_m}=\frac{k'}k\,\frac{(M-1)+k/k'}{M}=\frac{k'}k+\frac{1-k'/k}{M} .\tag{17}$$

The error is again inversely proportional to the size of the region. An unstable mode exists only for $M>1+k/|k'|$.

In the infinite chain the unstable mode is antisymmetric about the core spring, with $u_j=s^{\,j-1}$ on one side. The bulk equation gives $m\lambda_-=k(2-s-1/s)$, and the first atom gives $m\lambda_-=k(1-s)+2k'$. Subtraction yields

$$s=\frac1{1+2|k'|/k},\qquad \lambda_-=-\frac km\,\frac{(1-s)^2}s .\tag{18}$$

A clamp $L$ atoms away reflects the tail, which returns to the core with relative amplitude of order $s^{2L}$. Each added shell thus multiplies the eigenvalue error by $s^2$ at leading order.

For $k=m=1$ and $k'=-0.5$, (18) gives $s=0.5$ and $\lambda_-=-0.5$. Three springs give determinant zero, the marginal case. With 17 springs the eigenvalue is $-0.49998$, while the determinant ratio is $-0.412$ instead of $-0.5$. The frequency has converged and the determinant has not.

## When far strain spoils the limit

Equation (13) assumed that force constants change only in the core. In an anharmonic host, strain changes them everywhere. Consider a chain of fixed length with $N$ ordinary springs of energy $\tfrac12ke^2+\tfrac16ge^3$, where $e$ is the elongation. Let the rest length of the core spring increase by $b$ at the saddle. The tension is of order $1/N$, so the core lengthens by $b$ and each ordinary spring changes by $e\simeq-b/N$. Its stiffness becomes $k+ge=k(1-gb/kN)$. In the full chain the product of these factors is

$$\left(1-\frac{gb}{kN}\right)^N\to e^{-gb/k} .$$

A region with $n$ ordinary springs contains only $e^{-gbn/kN}$. The prefactor carries the inverse square root of the saddle determinant, so the region misses

$$\ln\frac{\nu_R}{\nu^*}\bigg|_{\rm strain}=-\frac{gb}{2k}\left(1-\frac nN\right) .\tag{19}$$

The strain per spring vanishes as $N\to\infty$, but the number of strained springs grows in proportion. If $N\to\infty$ is taken first, increasing $n$ leaves the offset $-gb/2k$. It disappears when the region fills the chain. For $N=2000$, $n=200$, $g=-1$, $b=0.2$ and $k=1$, (19) gives $0.0900$; diagonalization gives $0.0901$ on top of a harmonic error of $0.0068$. The same counting suggests a finite offset for a hop with an activation volume in a three-dimensional cell of fixed volume, but that case is not computed here.

## An interstitial in a harmonic host

An interstitial of 10 u moves between cube centres of a simple cubic host through a square face. The periodic cell holds 512 host atoms of 60 u at spacing 3.0 Å. Central springs of 4.0 and 2.0 eV/Å$^2$ join first and second neighbours. The interstitial repels host atoms by $A(1-r/r_c)^4$ for $r<r_c$, with $A=10$ eV and $r_c=4.2$ Å. These are round model parameters. The host energy is strictly quadratic, so the offset (19) is absent and $V$ is confined to 13 atoms.

The barrier is 0.651 eV and the full Hessian gives $\nu^*=4.341$ THz. These values belong to the 512-atom cell; relaxing in much larger cells lowers the barrier by about 0.3 meV and $\nu^*$ by about 0.002 THz. At 600 K, $k_BT=0.0517$ eV, and the rate through one face is

$$k=4.341\times10^{12}\,\mathrm{s^{-1}}\times e^{-0.6510/0.051704}\approx1.5\times10^{7}\,\mathrm{s^{-1}} .$$

| Atoms in $R$ | $\nu_R$ / THz | $\ln(\nu_R/\nu^*)$ |
|---:|---:|---:|
| 1 | 4.100 | −0.0571 |
| 5 | 4.390 | +0.0111 |
| 13 | 4.321 | −0.0046 |
| 37 | 4.335 | −0.0013 |
| 57 | 4.331 | −0.0024 |
| 113 | 4.336 | −0.0012 |
| 269 | 4.338 | −0.0007 |

For 57 atoms the determinant ratio is $-1.875$, both from (13) and from the eigenvalues. With the unstable frequency 5.930 THz, (8) gives $5.930/\sqrt{1.875}=4.331$ THz, the entry in the table.

For the hopping atom alone, the unstable frequency contributes $\ln(5.844/5.931)=-0.015$ to the total error of $-0.057$; the determinants contribute the other $-0.042$. At 269 atoms the unstable frequency agrees with the full value to about $10^{-5}$ THz, so the remaining error lies in the determinants.

The approach is not monotonic: 57 atoms do slightly worse than 37. From 113 to 269 atoms the error falls by a factor of about 1.6, less than the factor 2.4 of a pure $1/N_R$ law. Most of this discrepancy comes from the finite reference cell. With the force constants of both states held fixed, $\ln\nu^*$ of the 512-atom cell lies about 0.0004 above its limit for large cells, whereas the larger clamped regions lie below that limit. Every row of the table therefore contains the same constant shift of $-0.0004$. Measured from the limit, the errors at 113 and 269 atoms are about $-0.0008$ and $-0.0004$, and they fall by a factor of about 2.3 (computed before rounding). These few regions do not establish the power law, and the evidence for it is the scalar lattice above.

A central-difference Hessian needs 6 displaced geometries per atom and per stationary point: 78 for the 13-atom core against $6\times513=3078$ for the whole cell. The error of the core result, 0.5% of $\nu^*$, equals a barrier error of about 0.2 meV at 600 K. A barrier error of 50 meV would change the rate by $e^{50/51.7}\approx2.6$. In this model, effort beyond the core Hessian is better spent on the barrier. That conclusion presumes relaxation in the full cell and a host without appreciable far anharmonic strain. The full table of regions is in the numerical output below.

## Table of computed values

```
A. 2D model, barrier = 1 (reduced units)
flux rate / Vineyard rate at kT=0.010: 1.00028
flux rate / Vineyard rate at kT=0.005: 1.00014
extrapolated to kT=0: 1.00000
plane x=0 instead: flux 1.1821, formula 1.1821
B. chain, k=1, m=1, core spring -0.5 (reduced units)
springs  3: det ratio  0.00000, lowest eigenvalue  0.000000
springs  5: det ratio -0.20000, lowest eigenvalue -0.414214
springs  9: det ratio -0.33333, lowest eigenvalue -0.495508
springs 17: det ratio -0.41176, lowest eigenvalue -0.499983
springs 41: det ratio -0.46341, lowest eigenvalue -0.500000
infinite chain eigenvalue: -0.500000
eigenvalue error ratio per added shell: 0.24989, s^2 = 0.25000
chain of 2000 springs, region 200, g=-1, b=0.2
ln(nu_R/nu): harmonic 0.00677, anharmonic 0.09685
offset 0.09009, formula 0.09000
C. scalar cubic lattice, clamped spheres, 3N(1/3 - g_R)
R= 6 spacings, N=  884: 0.8388
R=10 spacings, N= 4140: 0.9057
R=16 spacings, N=17080: 0.9437
extrapolated to 1/R=0: 1.0047
periodic cell of 512 sites: g = 0.332682
D. interstitial in harmonic cubic host
host atoms 512, spacing 3.0 A, masses 60.0, 10.0 u
springs 4.0, 2.0 eV/A^2; A=10.0 eV, r_c=4.2 A
barrier 0.6510 eV; core atoms 13
full Hessian: nu 4.3410 THz, unstable 5.93051 THz
kT at 600 K: 51.704 meV
R/A    atoms  nu_R/THz  unst./THz  ln(nu_R/nu)  meV@600K  geometries
 0.00     1    4.1003    5.84373    -0.05706     -2.950        6
 3.00     5    4.3897    5.92658     0.01114      0.576       30
 4.24    13    4.3213    5.92885    -0.00455     -0.235       78
 6.00    37    4.3352    5.93011    -0.00134     -0.069      222
 7.35    57    4.3308    5.93032    -0.00235     -0.122      342
   det ratio here: core formula -1.875044, direct -1.875044
 9.00   113    4.3358    5.93045    -0.00121     -0.063      678
10.39   169    4.3372    5.93049    -0.00089     -0.046     1014
12.00   269    4.3378    5.93050    -0.00074     -0.038     1614
```
